# Counting Stereoisomers of Octahedral Dicarbonyl Bisphosphine Dihalides by Rotation Orbits: verification in Python

```python
"""
Result under test: an octahedral complex M(CO)2(PR3)2X2 has six
stereoisomers under the 24 proper rotations: four achiral ones and
one enantiomeric pair (all-cis).  With reflections added: five classes.

Symbols: a placement is a six-letter word giving the ligands on the
sites +x -x +y -y +z -z;  C = carbonyl, P = phosphine, X = halide.
R and S replace P when each phosphine has a right or left hand.
An orbit is the set of words reached from one word by rotations.
"""
import itertools
import math
import numpy as np
import sympy as sp

SITES = [(1, 0, 0), (-1, 0, 0), (0, 1, 0),
         (0, -1, 0), (0, 0, 1), (0, 0, -1)]


def site_map(matrix):
    """Index of the site to which each site is carried."""
    m = np.array(matrix)
    return tuple(SITES.index(tuple(int(v) for v in m @ np.array(s)))
                 for s in SITES)


def move(word, mapping, swap_hands=False):
    """Carry each ligand to its new site; a mirror also swaps R and S."""
    new = [""] * 6
    for old_site, new_site in enumerate(mapping):
        new[new_site] = word[old_site]
    result = "".join(new)
    if swap_hands:
        result = result.translate(str.maketrans("RS", "SR"))
    return result


def find_orbits(words, operations):
    """Operations are pairs (site map, whether hands are swapped)."""
    unvisited = set(words)
    found = []
    while unvisited:
        start = min(unvisited)
        orbit, waiting = {start}, [start]
        while waiting:
            word = waiting.pop()
            for mapping, swap in operations:
                image = move(word, mapping, swap)
                if image not in orbit:
                    orbit.add(image)
                    waiting.append(image)
        unvisited -= orbit
        found.append(orbit)
    return sorted(found, key=lambda o: (len(o), min(o)))


def distinct_words(letters):
    return {"".join(p) for p in itertools.permutations(letters)}


# ---- the rotation group, generated and then built independently ----
quarter_turn = ((0, -1, 0), (1, 0, 0), (0, 0, 1))
third_turn = ((0, 0, 1), (1, 0, 0), (0, 1, 0))
identity = ((1, 0, 0), (0, 1, 0), (0, 0, 1))
generated, waiting = {identity}, [identity]
while waiting:
    current = np.array(waiting.pop())
    for generator in (quarter_turn, third_turn):
        product = np.array(generator) @ current
        key = tuple(tuple(int(v) for v in row) for row in product)
        if key not in generated:
            generated.add(key)
            waiting.append(key)

all_matrices = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        rows = [[0, 0, 0] for _ in range(3)]
        for row in range(3):
            rows[row][order[row]] = signs[row]
        all_matrices.append(tuple(tuple(r) for r in rows))


def determinant(matrix):
    return int(round(np.linalg.det(np.array(matrix))))


proper = {m for m in all_matrices if determinant(m) == 1}
assert generated == proper and len(generated) == 24
assert len(set(all_matrices)) == 48

# ---- orbits found with the two generators only ----
words = distinct_words("CCPPXX")
assert len(words) == math.factorial(6) // 2**3
generator_ops = [(site_map(quarter_turn), False),
                 (site_map(third_turn), False)]
inversion = site_map(((-1, 0, 0), (0, -1, 0), (0, 0, -1)))
isomers = find_orbits(words, generator_ops)
assert len(isomers) == 6
assert sum(len(o) for o in isomers) == len(words)


# ---- geometric fingerprint: trans pairs and hand ----
def trans_pairs(word):
    return tuple(sorted("".join(sorted(word[i:i + 2]))
                        for i in (0, 2, 4)))


def hand(word):
    if trans_pairs(word) != ("CP", "CX", "PX"):
        return 0
    vectors = []
    for first, second in ("CP", "PX", "XC"):
        for i in (0, 2, 4):
            if {word[i], word[i + 1]} == {first, second}:
                head = i if word[i] == first else i + 1
                tail = i + 1 if head == i else i
                vectors.append(np.array(SITES[head])
                               - np.array(SITES[tail]))
    return int(round(np.linalg.det(np.array(vectors)) / 8))


fingerprints = []
for orbit in isomers:
    kinds = {(trans_pairs(w), hand(w)) for w in orbit}
    assert len(kinds) == 1
    fingerprints.append(kinds.pop())
assert len(set(fingerprints)) == 6
assert all(hand(move(w, inversion)) == -hand(w) for w in words)

# ---- stabilizers and mirror partners ----
table = []
for orbit in isomers:
    word = min(orbit)
    keep = [m for m in all_matrices if move(word, site_map(m)) == word]
    keep_proper = [m for m in keep if m in proper]
    assert len(orbit) * len(keep_proper) == 24
    mirror = move(word, inversion)
    partner = [mirror in other for other in isomers].index(True)
    table.append((word, len(orbit), len(keep_proper), len(keep), partner))
chiral = [i for i, row in enumerate(table) if row[4] != i]
assert len(chiral) == 2
assert all(hand(table[i][0]) != 0 for i in chiral)


# ---- Burnside: explicit fixed words against cycle polynomials ----
def cycle_lengths(mapping):
    seen, lengths = set(), []
    for start in range(6):
        if start in seen:
            continue
        site, length = start, 0
        while site not in seen:
            seen.add(site)
            site = mapping[site]
            length += 1
        lengths.append(length)
    return tuple(sorted(lengths))


a, b, c = sp.symbols("a b c")


def polynomial_count(lengths):
    expression = sp.Integer(1)
    for n in lengths:
        expression *= a**n + b**n + c**n
    return int(sp.Poly(sp.expand(expression), a, b, c)
               .coeff_monomial(a**2 * b**2 * c**2))


def operation_class(matrix):
    det = determinant(matrix)
    rotation = det * np.array(matrix)
    trace = int(np.trace(rotation))
    diagonal = np.count_nonzero(np.diag(rotation)) == 3
    names = {3: ("E", "i"), 1: ("C4", "S4"), 0: ("C3", "S6")}
    if trace == -1:
        pair = ("C2 axis", "sigma_h") if diagonal else ("C2'", "sigma_d")
    else:
        pair = names[trace]
    return pair[0] if det == 1 else pair[1]


classes = {}
fixed_proper, fixed_all = 0, 0
for matrix in all_matrices:
    mapping = site_map(matrix)
    fixed = sum(move(w, mapping) == w for w in words)
    lengths = cycle_lengths(mapping)
    fixed_all += fixed
    fixed_proper += fixed if matrix in proper else 0
    classes.setdefault(operation_class(matrix), []).append((lengths, fixed))
for members in classes.values():
    assert len(set(members)) == 1
    assert polynomial_count(members[0][0]) == members[0][1]
assert fixed_proper == 24 * len(isomers)
mirror_classes = find_orbits(words, generator_ops + [(inversion, False)])
assert fixed_all == 48 * len(mirror_classes)
assert len(mirror_classes) == 5
assert len(isomers) - len(mirror_classes) == len(chiral) // 2

# ---- continuous overlay of structures, rough Ru(II) bond lengths ----
bond = {"C": 1.9, "P": 2.4, "X": 2.4}  # angstrom


def misfit(first, second, allow_mirror=False):
    """Least rms ligand distance over all rotations about the metal."""
    def positions(word, swaps):
        rows = []
        for letter, swap in zip("CPX", swaps):
            places = [i for i in range(6) if word[i] == letter]
            if swap:
                places.reverse()
            rows += [bond[letter] * np.array(SITES[i]) for i in places]
        return np.array(rows)

    fixed_points = positions(first, (0, 0, 0))
    best = np.inf
    for swaps in itertools.product((0, 1), repeat=3):
        moving = positions(second, swaps)
        overlap = fixed_points.T @ moving
        s = np.linalg.svd(overlap, compute_uv=False)
        last = s[2]
        if np.linalg.det(overlap) < 0 and not allow_mirror:
            last = -s[2]
        square = (np.sum(fixed_points**2) + np.sum(moving**2)
                  - 2 * (s[0] + s[1] + last))
        best = min(best, math.sqrt(max(square, 0.0) / 6))
    return best


representatives = [row[0] for row in table]
for word in words:
    matches = [misfit(r, word) < 1e-5 for r in representatives]
    assert sum(matches) == 1
    assert word in isomers[matches.index(True)]
pair_words = [representatives[i] for i in chiral]
pair_misfit = misfit(*pair_words)
pair_mirror = misfit(*pair_words, allow_mirror=True)
assert pair_misfit > 0.1 and pair_mirror < 1e-5
separation = min(misfit(p, q) for p, q in
                 itertools.combinations(representatives, 2))
longest = max(bond.values())
bend = 10.0  # degrees, rough size of an angular distortion
shift = 2 * longest * math.sin(math.radians(bend) / 2)
safe_bend = math.degrees(2 * math.asin(separation / (4 * longest)))
assert 2 * shift < separation

# ---- neglected effect: phosphines that carry a hand ----
handed_words = set()
for letters in ("CCRRXX", "CCRSXX", "CCSSXX"):
    handed_words |= distinct_words(letters)
handed = find_orbits(handed_words, generator_ops)
handed_mirror = find_orbits(handed_words,
                            generator_ops + [(inversion, True)])
handed_fixed, handed_fixed_all = 0, 0
for matrix in all_matrices:
    improper = matrix not in proper
    mapping = site_map(matrix)
    count = sum(move(w, mapping, improper) == w for w in handed_words)
    handed_fixed_all += count
    handed_fixed += 0 if improper else count
assert handed_fixed == 24 * len(handed)
assert handed_fixed_all == 48 * len(handed_mirror)
handed_achiral = sum(move(min(o), inversion, True) in o for o in handed)
handed_pairs = len(handed) - len(handed_mirror)
assert handed_achiral + 2 * handed_pairs == len(handed)
pure = [o for o in handed if min(o).count("R") == 2]
assert all(move(min(o), inversion, True) not in o for o in pure)

# ---- printed numbers ----
print("Site order: +x -x +y -y +z -z")
print("Proper rotations (count):", len(generated))
print("Placements (count):", len(words))
print("Placements / rotations (ratio):", len(words) / len(generated))
print("Isomers; stab = stabilizer order, rotations / all operations")
for number, row in enumerate(table, 1):
    word, size, stab, stab_all, partner = row
    print(f"{number} {word} trans {','.join(trans_pairs(word))}"
          f" orbit {size} stab {stab}/{stab_all}"
          f" hand {hand(word):+d} mirror {partner + 1}")
print("All-trans orbit:", " ".join(sorted(isomers[0])))
print("Operation class: elements, site cycles, fixed words each")
for name in ("E", "C4", "C2 axis", "C2'", "C3",
             "i", "S4", "sigma_h", "sigma_d", "S6"):
    members = classes[name]
    cycles = "+".join(str(n) for n in members[0][0])
    print(f"{name}: {len(members)}, {cycles}, {members[0][1]}")
print("Fixed-word sum, 24 rotations (count):", fixed_proper)
print("Stereoisomers by Burnside (count):", fixed_proper // 24)
print("Fixed-word sum, 24 improper (count):", fixed_all - fixed_proper)
print("Fixed-word sum, all 48 (count):", fixed_all)
print("Classes up to reflection (count):", fixed_all // 48)
print("Enantiomeric pairs (count):", len(isomers) - len(mirror_classes))
print("Rough bond lengths Ru-C, Ru-P, Ru-Cl (angstrom):",
      bond["C"], bond["P"], bond["X"])
print(f"Smallest misfit of two isomers (angstrom): {separation:.3f}")
print(f"Misfit of the enantiomers (angstrom): {pair_misfit:.3f}")
print(f"Same, reflection allowed (angstrom): {pair_mirror:.3f}")
print(f"Rough angular bend (degree): {bend:.0f}")
print(f"Ligand shift from that bend (angstrom): {shift:.3f}")
print(f"Sufficient safe bend per ligand (degree): {safe_bend:.1f}")
print("Handed phosphines, placements (count):", len(handed_words))
print("Handed, fixed-word sum, rotations (count):", handed_fixed)
print("Handed, stereoisomers (count):", len(handed))
print("Handed, fixed-word sum, all 48 (count):", handed_fixed_all)
print("Handed, classes up to reflection (count):", len(handed_mirror))
print("Handed, enantiomeric pairs (count):", handed_pairs)
print("Handed, achiral isomers (count):", handed_achiral)
print("Both phosphines right-handed, isomers (count):", len(pure))
print("finished without a failed check")
```

Printed output:

```
Site order: +x -x +y -y +z -z
Proper rotations (count): 24
Placements (count): 90
Placements / rotations (ratio): 3.75
Isomers; stab = stabilizer order, rotations / all operations
1 CCPPXX trans CC,PP,XX orbit 6 stab 4/8 hand +0 mirror 1
2 CCPXPX trans CC,PX,PX orbit 12 stab 2/4 hand +0 mirror 2
3 CPCPXX trans CP,CP,XX orbit 12 stab 2/4 hand +0 mirror 3
4 CXCXPP trans CX,CX,PP orbit 12 stab 2/4 hand +0 mirror 4
5 CPCXPX trans CP,CX,PX orbit 24 stab 1/1 hand +1 mirror 6
6 CPCXXP trans CP,CX,PX orbit 24 stab 1/1 hand -1 mirror 5
All-trans orbit: CCPPXX CCXXPP PPCCXX PPXXCC XXCCPP XXPPCC
Operation class: elements, site cycles, fixed words each
E: 1, 1+1+1+1+1+1, 90
C4: 6, 1+1+4, 0
C2 axis: 3, 1+1+2+2, 6
C2': 6, 2+2+2, 6
C3: 8, 3+3, 0
i: 1, 2+2+2, 6
S4: 6, 2+4, 0
sigma_h: 3, 1+1+1+1+2, 18
sigma_d: 6, 1+1+2+2, 6
S6: 8, 6, 0
Fixed-word sum, 24 rotations (count): 144
Stereoisomers by Burnside (count): 6
Fixed-word sum, 24 improper (count): 96
Fixed-word sum, all 48 (count): 240
Classes up to reflection (count): 5
Enantiomeric pairs (count): 1
Rough bond lengths Ru-C, Ru-P, Ru-Cl (angstrom): 1.9 2.4 2.4
Smallest misfit of two isomers (angstrom): 1.744
Misfit of the enantiomers (angstrom): 1.748
Same, reflection allowed (angstrom): 0.000
Rough angular bend (degree): 10
Ligand shift from that bend (angstrom): 0.418
Sufficient safe bend per ligand (degree): 20.9
Handed phosphines, placements (count): 360
Handed, fixed-word sum, rotations (count): 480
Handed, stereoisomers (count): 20
Handed, fixed-word sum, all 48 (count): 576
Handed, classes up to reflection (count): 12
Handed, enantiomeric pairs (count): 8
Handed, achiral isomers (count): 4
Both phosphines right-handed, isomers (count): 6
finished without a failed check
```
